# Steeper Tafel slopes and uncompensated solution resistance, part 2

A calculated polarization curve for a nickel-plating cell steepens when overpotential is plotted against $\log_{10}j$. The question is whether this shows a change in kinetics. Cathodic current density $j$ and cathodic overpotential $\eta$ across the interface count as positive. For one Tafel process, with exchange current density $j_0$ and transfer coefficient $\alpha$,

$$\eta=\frac{RT}{\alpha F}\ln\frac{j}{j_0}=b\log_{10}\frac{j}{j_0},\qquad b=\frac{\ln(10)\,RT}{\alpha F}.$$

The measured overpotential also contains the drop $jr$ in the solution between probe tip and cathode, where $r=d/\kappa$ for gap $d$ and conductivity $\kappa$. The local slope of the measured curve is

$$S=\frac{d\eta}{d\log_{10}j}+\ln(10)rj.$$

Correcting the curve means subtracting $jr$. If too little is subtracted, by an amount $\delta r$, a single Tafel process keeps the slope

$$S_\text{corrected}=b+\ln(10)\,\delta r\,j.$$

Over a range of current, $j_1$ and $j_2$ are its ends.

The example has $T=328$ K, $\alpha=0.5$, $RT/(\alpha F)=56.6$ mV, $b=130$ mV per decade, $d=2.0$ mm, $\kappa=0.08$ S/cm and $r=2.5$ ohm cm².

Two tests probe $r$. In the gap test, the probe is moved with all else fixed; halving the gap halves $r$. In the impedance test, the high-frequency limit gives $r$, and the arc's width gives the charge-transfer resistance $R_\text{ct}=d\eta/dj$, which is 1.131 ohm cm² at 50 mA/cm². The simulation used a double-layer capacitance of 20 µF/cm².

Kinetics alone can also steepen the plot. In the two-step example, two successive electron transfers share a dilute intermediate, whose amount in scaled units is $\theta$. With $x=F(\eta-\eta_x)/(RT)$, where $\eta_x$ is the overpotential at which the intermediate returns and is reduced to metal at equal rates,

$$j\propto\frac{e^{x/2}e^{x/2}}{e^{-x/2}+e^{x/2}}=\frac{e^{x/2}}{1+e^{-x}}.$$

Its intrinsic slope rises from 43 mV per decade, where the second transfer limits the rate, to 130, where the first does.

**Q:** So here the plot steepens for a kinetic reason. Would it survive the correction?

**A:** Yes. I set the current scale so that $x=0$ at 5 mA/cm² and kept $r=2.5$ ohm cm²:

- at 0.5 mA/cm², the measured slope is 50 and the corrected slope 48 mV per decade;
- at 5 mA/cm², they are 94 and 65;
- at 50 mA/cm², they are 409 and 122.

The raw slope rises by a factor of about eight, the corrected one by about 2.6. Resistance causes most of the visible rise, but not all of it. Even this kinetic change keeps the same sequence of reactions; in this model what changes is the step that limits the rate. The curve alone does not prove that. Let the first transfer be fast and the intermediate compete for a limited number of sites, with $\eta_x$ now the overpotential of half coverage. Equilibrium of the first transfer gives $\theta/(1-\theta)=e^{x}$, so $\theta=1/(1+e^{-x})$ and $j\propto\theta e^{x/2}$. This is the same function of $x$, with the same slopes, while the second transfer limits the rate throughout.

**Q:** Then let me try a stricter rule. If $S$ is a straight line against $j$, the cause is resistance.

**A:** Depletion of nickel ions at the surface can look the same at small currents. Suppose the rate is proportional to the surface concentration $c_s$, which falls linearly with current from the bulk value $c_b$ to zero at the limiting current density $j_L$:

$$\frac{c_s}{c_b}=1-\frac{j}{j_L},\qquad j=j_0\left(1-\frac{j}{j_L}\right)10^{\eta/b}.$$

Solving for the overpotential,

$$\eta=b\log_{10}\frac j{j_0}-b\log_{10}\left(1-\frac j{j_L}\right).$$

For any positive function $u(j)$, $d\log_{10}u/d\log_{10}j=(j/u)\,du/dj$. With $u=1-j/j_L$ and $du/dj=-1/j_L$, the two minus signs cancel:

$$\frac{d\eta}{d\log_{10}j}=b+b\,\frac{j/j_L}{1-j/j_L}=\frac{b}{1-j/j_L}.$$

For $j\ll j_L$ this is approximately $b+bj/j_L$, again linear in current. Comparison with $\ln(10)rj$ shows that depletion mimics a resistance

$$r_\text{mimic}=\frac{b}{\ln(10)\,j_L}.$$

**Q:** How large is that in our bath?

**A:** Take a nickel concentration of 1.0 mol/L, a diffusivity $D=10^{-5}$ cm²/s and a diffusion layer $\delta=50$ µm. With two electrons per ion,

$$j_L=\frac{2FDc_b}{\delta}=386\ \text{mA/cm}^2.$$

The mimicked resistance is $56.6/386=0.15$ ohm cm², small beside 2.5, though it raises the $r$ read from $S$ against $j$ between 0.5 and 50 mA/cm² to 2.67 ohm cm², about 7% too high. At 50 mA/cm² depletion adds 19 mV per decade, against 288 from the solution. This counts diffusion alone, as in a bath with excess supporting electrolyte. A bath with 1 mol/L of nickel and this conductivity has no such excess. In nickel sulfate without support, dilute-solution theory with $D$ read as the diffusivity of the nickel ion doubles $j_L$, and the 19 falls to about 9. If $D$ is the diffusivity of the salt, the factor is $1/(1-t_+)$, about 1.6 for a nickel transference number $t_+$ near 0.38, and the term is about 11. At this concentration both figures are rough. In a poorly stirred or dilute bath $j_L$ is smaller and the balance can change.

The gap test separates the two if agitation is held fixed, because $j_L$ doesn't depend on the probe position. The high-frequency impedance also separates them, since the surface concentration cannot follow a sufficiently rapid oscillation.

**Q:** How close is all this to a real nickel bath?

**A:** The parameters are rough values for a warm, agitated sulfate-type bath, and tens of mA/cm² is a usual plating range. The exchange current density, 0.001 mA/cm², is the least certain input. It shifts the calculated voltage but drops out of $S$ at fixed current, as long as $j\gg j_0$ so that the Tafel form holds.

Several neglected effects can be sized at 50 mA/cm², where the model slope is 418 mV per decade. If hydrogen evolution carries 5% of the current, the slope at this current shifts by −6 or +3 mV per decade, for a hydrogen Tafel slope of half or twice $b$, and by +7 if the hydrogen current is limited by diffusion. These are offsets at one current. As the current rises, the reaction with the smaller slope gains share, so a parallel Tafel current flattens the curve: from 0.5 to 50 mA/cm² the interfacial slope falls by 6 mV per decade in the first case and by 29 in the second. Heating, estimated crudely by releasing all the dissipated power at the surface, letting it leave by conduction across the gap and giving the whole gap the surface temperature, is 1.2 K. With an assumed activation energy of 50 kJ/mol and a conductivity rising by 2% per kelvin, it lowers the slope by 19 mV per decade. This overstates the effect: with the temperature profile across the gap resolved, the rise is 1.1 K and the slope falls by about 11. Both estimates treat the gap as stagnant. In a bath agitated to a 50 µm diffusion layer the thermal layer is roughly 0.3 mm thick, and with the bulk held at 328 K the rise is about 0.14 K and the slope falls by less than 1. For this $j_0$ the reverse reaction is negligible: even at 0.5 mA/cm² it is of order $10^{-11}$ of the forward one. For a two-electron reaction whose slow step occurs once, the ratio is $\exp(-2F\eta/RT)$, roughly $(j_0/j)^{2/\alpha}=(j_0/j)^4$. It would be about $2\times10^{-3}$ for $j_0=0.1$ mA/cm², and at $j_0=0.2$ mA/cm² the reverse reaction already lowers the slope at 0.5 mA/cm² by 11 mV per decade.

The assumption most exposed in a plating tank is uniform current. The Wagner number compares the interfacial resistance with that of the solution over the electrode length $L$:

$$\text{Wa}=\frac{\kappa R_\text{ct}}L=0.09\quad\text{for }L=1\ \text{cm}.$$

Because it is well below 1, the kinetics even out the current only partly, and uniformity has to come from the parallel geometry. Wa varies as $1/j$ and is 9 at 0.5 mA/cm², so on an electrode with edges the ratio of local to mean current changes along the curve, rising above 1 near an edge and falling below 1 at the centre. A fixed ratio serves only to size the effect. If the current density near the probe were a fixed 1.2 times the mean, the ohmic term would also be 1.2 times larger, an extra 58 mV per decade. Migration, local pH changes, bubbles and roughening of the deposit are not included.

**Q:** So what would it take for me to claim a change in kinetics?

**A:** A change in the corrected slope larger than the other causes can supply. The rival explanation must start from the same low-current slope. For the two-step example, if nickel carries the current throughout, that means a single step with $b$ near 47 mV per decade. From 0.5 to 50 mA/cm², with uniform current and a true $r$ 10% above the 2.5 ohm cm² subtracted, its slope would rise by $\ln(10)\,\delta r\,(j_2-j_1)=28.5$ mV per decade from the correction and by about $47\times0.130/0.870=7$ from depletion, which scales with $b$: about 36 in all. Heating and a hydrogen current that stays on its Tafel line work the other way. A hydrogen current that reaches a diffusion limit need not. Suppose it has a slope of 40 mV per decade and a limit of 2.5 mA/cm², and carries nearly all the current at 0.5 mA/cm². The slope then runs from about $40/(1-0.5/2.5)=50$ to $130/0.95=137$ mV per decade with a single nickel step. That rival matches only the two ends. At 5 mA/cm² hydrogen at its limit carries half the current, so the slope is about $130/0.5=260$ mV per decade, against 65 for the two-step example, and it peaks near the hydrogen limit. The shape of $S(j)$ tells these two apart, and a measurement of the nickel share of the current tests the rival directly; assume here that the share has been measured. The two-step example steepens by 74 mV per decade after correction, from 48 to 122, so it stands above that sum. With the true $r$ 20% above the value subtracted, the first contribution becomes 57 and the sum 64, only 10 below the observed change. At about 24% above, which is a shortfall of 19% of the true value, the sum reaches 74, and the end-to-end change alone could no longer be assigned to kinetics. The shape still differs, because the error term is linear in $j$: this rival gives 54 mV per decade at 5 mA/cm² and 69 at 15, against 65 and 91 for the two-step example. The margin in voltage is small, however: a single step with $b$ and $\delta r$ both left free (best $\delta r$ about 0.9 ohm cm²) follows the corrected two-step curve to within 3 mV. The depletion term assumes $\delta=50$ µm. With $\delta$ near 190 µm ($j_L$ about 100 mA/cm²) the 10% case already reaches 74, and near 240 µm depletion reaches it with $r$ exact, although the slope at 5 mA/cm² then stays near 50. The case for a change in kinetics therefore rests on the measurement of $r$, of $j_L$ and of the current efficiency. It also rests on uniform current: a current density near the probe of 1.2 times the mean, left uncorrected, would add about another 60 mV per decade at 50 mA/cm², enough to carry even the 10% case past 74. A change that survives all this belongs to the interface, but it does not yet name a new rate-determining step. Saturation of the intermediate gives the same curve as the two-step example, and $\alpha$ of a single step need not be constant: a Marcus–Hush–Chidsey rate law with a reorganization energy of 2 eV and the same $j_0$ has a slope of 159 mV per decade at 0.5 mA/cm² and 199 at 50 mA/cm². That curve starts far above 48, so it does not imitate the two-step example: placed behind a fast first transfer and started at 47.5 mV per decade, the same law rises by only about 1 over two decades.

## Table of computed values

```
Temperature: 328.15 K; transfer coefficient: 0.5
Exchange current density: 0.0010 mA/cm2
Conductivity: 0.08 S/cm; gap: 2.0 mm
Area-specific resistance r: 2.500 ohm cm2
RT/(alpha F): 56.56 mV
Kinetic Tafel slope b: 130.22 mV/decade
Local slopes from the solved curve:
  j= 0.5 mA/cm2: slope 133.10, ohmic part 2.88 mV/decade
  j= 5.0 mA/cm2: slope 159.01, ohmic part 28.78 mV/decade
  j=10.0 mA/cm2: slope 187.79, ohmic part 57.56 mV/decade
  j=20.0 mA/cm2: slope 245.35, ohmic part 115.13 mV/decade
  j=35.0 mA/cm2: slope 331.70, ohmic part 201.48 mV/decade
  j=50.0 mA/cm2: slope 418.05, ohmic part 287.82 mV/decade
Surface overpotential at 0.5 mA/cm2: 351.5 mV
Surface overpotential at 50 mA/cm2: 611.9 mV
Ohmic drop at 50 mA/cm2: 125.0 mV
Line of slope against j: intercept 130.22 mV/decade
  resistance from its gradient: 2.5000 ohm cm2
Current that doubles the slope: 22.62 mA/cm2
Slope at 50 mA/cm2, gap halved: 274.14 mV/decade
Decade 0.5-5 mA/cm2: end-to-end slope 141.47 mV/decade
  fitted slope 140.84 mV/decade, R^2 0.9994, largest residual 2.11 mV
  apparent transfer coefficient 0.462
Decade 5-50 mA/cm2: end-to-end slope 242.72 mV/decade
  fitted slope 236.38 mV/decade, R^2 0.9805, largest residual 21.06 mV
  apparent transfer coefficient 0.275
Decade 5-50, corrected fit: 130.22 mV/decade
Decade 5-50, r taken 10% low: 140.84 mV/decade
Local slope error at 50 mA/cm2, same r: 28.78 mV/decade
Double-layer capacitance: 20 uF/cm2
Simulated impedance at 50 mA/cm2:
  10 Hz: real 3.6311, imag -0.0016 ohm cm2
  7000 Hz: real 3.0684, imag -0.5655 ohm cm2
  1000000 Hz: real 2.5001, imag -0.0080 ohm cm2
Charge-transfer resistance from it: 1.1311 ohm cm2
Tafel slope from impedance: 130.22 mV/decade
Two-step model limits: 43.41 and 130.22 mV/decade
  j= 0.5 mA/cm2: measured 50.39, corrected 47.51 mV/decade
  j= 5.0 mA/cm2: measured 93.89, corrected 65.11 mV/decade
  j=50.0 mA/cm2: measured 409.33, corrected 121.51 mV/decade
Diffusivity 1.0e-05 cm2/s; Ni 1.0 mol/L; layer 50 um
Limiting current density: 385.9 mA/cm2
Depletion adds at 50 mA/cm2: 19.38 mV/decade
Resistance mimicked by depletion: 0.1465 ohm cm2
Hydrogen share 5%, slope b/2 or 2b: shifts -6.20, 3.34 mV/decade
Heating inputs: 0.6 W/(m K), 50 kJ/mol, 2 %/K
Heating at 50 mA/cm2: 1.22 K, slope shift -19.15 mV/decade
Back/forward current ratio at 0.5 mA/cm2: 1.6e-11
Wagner number at 50 mA/cm2, length 1 cm: 0.090
```
